\section*{Radiative splittings of the n = 3 levels of hydrogen}

\section*{Problem}

At leading order in $\alpha=e^2/(\hbar c)$ (Gaussian units), one-loop QED shifts a hydrogen level with quantum numbers $n,l,j$ by
\begin{equation}
\Delta E=\frac{\alpha^5mc^2}{\pi n^3}\,F,
\label{shift}
\end{equation}
\begin{equation}
F=\tfrac43\left[\delta_{l0}\ln\alpha^{-2}-\ln k_0(n,l)\right]+\delta_{l0}\left(\tfrac{10}{9}-\tfrac4{15}\right)-\frac{1-\delta_{l0}}{2\kappa(2l+1)} .
\label{F}
\end{equation}
Here $m$ is the electron mass, $\kappa=-(l+1)$ for $j=l+\frac12$, and $\kappa=l$ for $j=l-\frac12$. The nucleus is a fixed point charge until part (d), and hyperfine structure is left out. The Bethe logarithm is
\begin{equation}
\ln k_0(n,l)=\frac{n^3a_0^3}{2\hbar^2e^2}\sum_m|\langle m|\mathbf p|n\rangle|^2(E_m-E_n)\ln\frac{|E_m-E_n|}{\mathrm{Ry}},
\label{bethe}
\end{equation}
with $a_0=\hbar/(\alpha mc)$ and $\mathrm{Ry}=\alpha^2mc^2/2$. Its tabulated values are $2.767663612$ for 3S, $-0.038190229$ for 3P and $-0.005232148$ for 3D.

\begin{enumerate}
\item[(a)] Show to order $\alpha^4mc^2$ that levels with equal $n$ and $j$ coincide without radiative effects.
\item[(b)] Account for each term of $F$.
\item[(c)] Compute the intervals 3S$_{1/2}$--3P$_{1/2}$ and 3P$_{3/2}$--3D$_{3/2}$.
\item[(d)] Correct them for the finite proton mass $M$.
\item[(e)] Within one loop, the next power of $\alpha$ adds $\alpha^6mc^2C\delta_{l0}/(\pi n^3)$ with $C=4\pi(\frac{139}{128}-\frac12\ln2)+\frac{5\pi}{48}$, a known coefficient quoted here without derivation. How much does this term change the two intervals?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Levels without radiation}

Use atomic units for this part, with energies of order $\alpha^4mc^2$ written as $\alpha^2$ times a number. The unperturbed energy is $E=-1/(2n^2)$, and three averages are needed. The virial theorem gives $\langle r^{-1}\rangle=1/n^2$. Differentiating $E=-1/[2(n_r+l+1)^2]$ with respect to $l$ at fixed radial number $n_r$ gives $1/n^3$, which must equal the average of the derivative of the centrifugal term, $(l+\frac12)\langle r^{-2}\rangle$. For $l>0$ the average radial force vanishes, so $l(l+1)\langle r^{-3}\rangle=\langle r^{-2}\rangle$. Hence
\begin{equation}
\langle r^{-2}\rangle=\frac1{n^3(l+\frac12)},\qquad
\langle r^{-3}\rangle=\frac1{n^3l(l+\frac12)(l+1)} .
\label{averages}
\end{equation}

Since $p^2/2=E+1/r$ on the state, the $-p^4/8$ term gives
\[
-\tfrac12\left\langle(E+1/r)^2\right\rangle
=-\tfrac12\left[\frac1{4n^4}-\frac1{n^4}+\frac{2}{n^3(2l+1)}\right]
=\frac3{8n^4}-\frac1{n^3(2l+1)} .
\]
The spin-orbit term is $\frac12\langle r^{-3}\rangle\langle\mathbf L\cdot\mathbf S\rangle$. For both values of $j$,
\[
\langle\mathbf L\cdot\mathbf S\rangle=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]=-\tfrac12(\kappa+1),
\qquad \kappa(\kappa+1)=l(l+1),
\]
so it equals $-1/[2\kappa n^3(2l+1)]$. For an S state the Darwin term $\frac\pi2|\psi(0)|^2=1/(2n^3)$ takes its place, and this is the same expression at $l=0$, $\kappa=-1$. The sum is
\begin{equation}
\frac3{8n^4}-\frac{2\kappa+1}{2\kappa n^3(2l+1)}
=\frac3{8n^4}-\frac1{2n^3|\kappa|} ,
\end{equation}
because $(2\kappa+1)/(2l+1)$ is $+1$ for $\kappa=l$ and $-1$ for $\kappa=-l-1$. With $|\kappa|=j+\frac12$, the energy depends on $n$ and $j$ alone.

Terms of order $\alpha^6mc^2$ shift the $n=3$ levels by about 0.12 MHz for $j=\frac12$ and 0.012 MHz for $j=\frac32$, which would still show in the digits quoted below. At that order one relies on the Dirac energy in a Coulomb field,
\[
E=mc^2\left[1+\frac{\alpha^2}{\left(n-|\kappa|+\sqrt{\kappa^2-\alpha^2}\right)^2}\right]^{-1/2},
\]
which also contains $\kappa$ only through $|\kappa|$. For a fixed point nucleus both requested intervals are therefore radiative.

\subsection*{(b) Where the terms of $F$ come from}

Two relations convert energies to the form (\ref{shift}):
\begin{equation}
|\psi(0)|^2=\frac{\delta_{l0}}{\pi n^3a_0^3},\qquad
\frac{\hbar^2e^2}{m^2c^2a_0^3}=\alpha^4mc^2 .
\label{convert}
\end{equation}

\paragraph{Soft photons.} Let the photon energy $\epsilon$ run up to a cutoff $K$ with $\mathrm{Ry}\ll K\ll mc^2$. Second-order perturbation theory in the coupling $e\,\mathbf p\cdot\mathbf A/(mc)$, summed over polarizations and directions, gives
\[
-\frac{2\alpha}{3\pi m^2c^2}\int_0^Kd\epsilon\,\epsilon\sum_m\frac{|\langle m|\mathbf p|n\rangle|^2}{E_m-E_n+\epsilon} .
\]
A free electron with the same $\langle p^2\rangle$ has the same expression without $E_m-E_n$. That part belongs to the observed mass and is subtracted. Since $1-\epsilon/(\Delta+\epsilon)=\Delta/(\Delta+\epsilon)$, the real part of what remains is
\[
\Delta E_{\rm soft}=\frac{2\alpha}{3\pi m^2c^2}\sum_m|\langle m|\mathbf p|n\rangle|^2(E_m-E_n)\ln\frac K{|E_m-E_n|} .
\]
The weights obey a sum rule. With $V=-e^2/r$ and $\nabla^2V=4\pi e^2\delta^3(\mathbf r)$,
\[
\sum_m|\langle m|\mathbf p|n\rangle|^2(E_m-E_n)
=\tfrac12\langle[p_i,[H,p_i]]\rangle
=\tfrac{\hbar^2}2\langle\nabla^2V\rangle
=\frac{2\hbar^2e^2}{n^3a_0^3}\,\delta_{l0} .
\]
Writing $\ln(K/|\Delta|)=\ln(K/\mathrm{Ry})-\ln(|\Delta|/\mathrm{Ry})$ and using (\ref{bethe}) and (\ref{convert}), the contribution to $F$ is
\begin{equation}
F_{\rm soft}=\tfrac43\left[\delta_{l0}\ln(K/\mathrm{Ry})-\ln k_0\right].
\label{soft}
\end{equation}
For $l>0$ the cutoff has already dropped out.

\paragraph{Hard photons.} The vertex correction spreads the electron's charge. Give the photon a small rest energy $\lambda$ and set $\eta=\lambda/(mc^2)$. The starting point is the standard renormalized one-loop vertex in Feynman parameters. For momentum transfer $\hbar\mathbf q$ its charge form factor is $1-G(\hbar q/mc)^2$ at small $q$, with
\[
G=\frac\alpha{2\pi}\int_0^1\!ds\int_0^s\!dx\left[\frac{xy}{s^2}+\frac{(1-x)(1-y)}D+\frac{(1-4z+z^2)xy}{D^2}\right],
\]
where $y=s-x$, $z=1-s$ and $D=s^2+\eta^2z$. The $x$ integrals are $\int xy\,dx=s^3/6$ and $\int(1-x)(1-y)\,dx=s-s^2+s^3/6$, and $1-4z+z^2=-2+2s+s^2$. As $\eta\to0$ the two singular integrals are
\[
\int_0^1\frac{s\,ds}D\to\ln\frac1\eta,\qquad \int_0^1\frac{s^3ds}{D^2}\to\ln\frac1\eta-\frac12,
\]
and in the others $D\to s^2$. The three terms then give
\[
\frac1{12}+\left(\ln\frac1\eta-1+\frac1{12}\right)
+\left(-\frac13\ln\frac1\eta+\frac16+\frac13+\frac1{12}\right)
=\frac23\ln\frac1\eta-\frac14 ,
\]
so that $G=\frac{\alpha}{3\pi}[\ln(mc^2/\lambda)-\frac38]$.

This bracket also contains the soft photons, treated as if the electron were free. They must be removed, since (\ref{soft}) already includes them with binding. A massive photon of wave number $k$ has $\omega^2=c^2k^2+\lambda^2/\hbar^2$. Current conservation fixes the time component of the current, and the polarization sum averaged over directions is proportional to $1-c^2k^2/(3\omega^2)$. With $\hbar ck=\lambda\sinh\theta$, the soft part of the bracket is
\[
\frac32\int\frac{c^3k^2dk}{\omega^3}\left(1-\frac{c^2k^2}{3\omega^2}\right)
=\frac32\int_0^\Theta\left(\tanh^2\theta-\tfrac13\tanh^4\theta\right)d\theta .
\]
At the cutoff $\Theta\to\ln(2K/\lambda)$ and $\tanh\Theta\to1$. The two integrals become $\Theta-1$ and $\Theta-\frac43$, so the result is
\[
\tfrac32\left[\Theta-1-\tfrac13\left(\Theta-\tfrac43\right)\right]=\ln\frac{2K}\lambda-\frac56 .
\]
Subtraction leaves $\ln(mc^2/2K)-\frac38+\frac56=\ln(mc^2/2K)+\frac{11}{24}$, free of $\lambda$.

In momentum space $V=-4\pi e^2/q^2$. Multiplication by $-G(\hbar q/mc)^2$ gives the repulsive contact potential $4\pi e^2G(\hbar/mc)^2\delta^3(\mathbf r)$. By (\ref{convert}) this contributes $\frac43[\ln(mc^2/2K)+\frac{11}{24}]\delta_{l0}$ to $F$. Adding (\ref{soft}) and using $mc^2/(2\,\mathrm{Ry})=\alpha^{-2}$,
\begin{equation}
F_{\rm charge}=\tfrac43\left[\delta_{l0}\left(\ln\alpha^{-2}+\tfrac{11}{24}\right)-\ln k_0\right].
\end{equation}
The arbitrary cutoff has cancelled.

\paragraph{Anomalous moment.} The same vertex gives the electron an extra moment, $a=\alpha/(2\pi)$ in units of the Dirac moment. In an electric field its Hamiltonian is $-\frac{ia\hbar}{2mc}\beta\boldsymbol\alpha\cdot\nabla V$, where $\beta$ and $\boldsymbol\alpha$ are Dirac matrices. It connects the upper spinor $\phi$ with the lower one, $\chi\simeq\boldsymbol\sigma\cdot\mathbf p\,\phi/(2mc)$. Its average is
\begin{align*}
\Delta E_a&=-\frac{ia\hbar}{4m^2c^2}\left\langle(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\nabla V)\right\rangle\\
&=\frac a{m^2c^2}\left\langle\frac{\hbar^2}4\nabla^2V+\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S\right\rangle .
\end{align*}
The second line uses $\nabla V\cdot\mathbf p-\mathbf p\cdot\nabla V=i\hbar\nabla^2V$ and $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$. For an S state the first term gives $a\alpha^4mc^2/n^3$, which is $+\frac12$ in $F$. For $l>0$ the second term, with (\ref{averages}) and $\mathbf L\cdot\mathbf S=-\frac12(\kappa+1)\hbar^2$, gives
\begin{equation}
F_a=-\frac{\kappa+1}{2l(l+1)(2l+1)}=-\frac1{2\kappa(2l+1)} .
\end{equation}
The S-state constant is thus $\frac43\cdot\frac{11}{24}+\frac12=\frac{10}9$.

\paragraph{Vacuum polarization.} The Uehling potential is
\[
V_U=-\frac{2\alpha e^2}{3\pi r}\int_1^\infty\!dx\,e^{-2mcrx/\hbar}\left(1+\frac1{2x^2}\right)\frac{\sqrt{x^2-1}}{x^2} .
\]
Its range, $\hbar/(2mc)$, is far smaller than $a_0$, so its volume integral suffices. From $\int d^3r\,e^{-\mu r}/r=4\pi/\mu^2$ and the substitution $t=1/x$,
\[
\int V_Ud^3r=-\frac{2\alpha e^2\hbar^2}{3m^2c^2}\int_0^1t\sqrt{1-t^2}\left(1+\frac{t^2}2\right)dt
=-\frac{4\alpha e^2\hbar^2}{15m^2c^2},
\]
since the $t$ integral is $\frac13+\frac1{15}=\frac25$. Multiplying by $|\psi(0)|^2$ gives $-\frac4{15}$ in $F$. All terms of (\ref{F}) are now accounted for.

\subsection*{(c) The two intervals for a fixed nucleus}

With $\ln\alpha^{-2}=9.84049$, the S state has
\[
F(3\mathrm S_{1/2})=\tfrac43(9.84049-2.76766)+1.11111-0.26667=10.27488 .
\]
For the other states the logarithm of $\alpha$ is absent:
\begin{align*}
F(3\mathrm P_{1/2})&=\tfrac43(0.03819)-\tfrac16=-0.11575,\\
F(3\mathrm P_{3/2})&=\tfrac43(0.03819)+\tfrac1{12}=0.13425,\\
F(3\mathrm D_{3/2})&=\tfrac43(0.00523)-\tfrac1{20}=-0.04302 .
\end{align*}
The frequency unit for $n=3$ is
\[
\frac{\alpha^5mc^2}{27\pi h}=\frac{1.235590\times10^{14}\ \mathrm{MHz}}{27\pi\,(137.035999)^5}=30.1431\ \mathrm{MHz}.
\]
The intervals are
\begin{align*}
3\mathrm S_{1/2}-3\mathrm P_{1/2}&:\quad10.39062\times30.1431\ \mathrm{MHz}=313.2\ \mathrm{MHz},\\
3\mathrm P_{3/2}-3\mathrm D_{3/2}&:\quad0.17728\times30.1431\ \mathrm{MHz}=5.344\ \mathrm{MHz}.
\end{align*}
In each case the state named first lies higher.

The first interval is almost entirely the upward shift of 3S, 309.7 MHz. The electron's smeared charge is attracted less strongly near the nucleus, and an S electron has a finite density there. The 3P$_{1/2}$ level moves down by 3.5 MHz because its moment term outweighs its Bethe term.

In the second interval neither state has density at the nucleus. The moment terms contribute $\frac1{12}+\frac1{20}=\frac2{15}$, or 4.019 MHz, and the Bethe logarithms the remaining 1.325 MHz. About three quarters of this interval therefore measures the anomalous moment. The signs follow from $\mathbf L\cdot\mathbf S$, which is positive in P$_{3/2}$ and negative in D$_{3/2}$.

The pair 3P$_{3/2}$, 3P$_{1/2}$ gives a check. The Bethe logarithms cancel, leaving $\Delta F=\frac1{12}+\frac16=\frac14$. By part (a) the ordinary fine-structure interval is
\[
\frac{\alpha^4mc^2}{2n^3}\left(1-\frac12\right)=\frac{\alpha^4mc^2}{4n^3} .
\]
The ratio of the radiative part to this is $\alpha/\pi=2a$, as it must be when an anomalous moment multiplies the spin-orbit coupling by $1+2a$.

The constants of $F$ and the Bethe logarithms were also recomputed from their integrals and sums over states; the values are in the numerical output. The intervals rebuilt from them are 313.218 MHz, against 313.205 MHz from (\ref{F}), and 5.344 MHz. Of the difference of 0.013 MHz, about 0.007 MHz comes from the small but finite photon mass used in the form-factor integral, and 0.005 MHz from $\ln k_0(3\mathrm S)=2.767542$ in place of the tabulated $2.767664$.

\subsection*{(d) Finite proton mass}

Let $\rho=\mu/m=1/(1+m/M)=0.9994557$, where $\mu$ is the reduced mass. Three changes follow.

\begin{enumerate}
\item The factors $1/m^2$ in the charge, Uehling and soft-photon terms, and in the contact term of the anomalous moment for S states, describe the electron itself and stay. The density $|\psi(0)|^2$ and the sum in (\ref{bethe}) scale as $\mu^3$. These terms acquire $\rho^3$.
\item The binding energies scale as $\mu$, so $\mathrm{Ry}$ becomes $\rho\,\mathrm{Ry}$ and $\ln\alpha^{-2}$ becomes $\ln(\alpha^{-2}/\rho)$.
\item For $l>0$ the anomalous moment also feels the magnetic field of the moving proton. What counts is the relative velocity $\mathbf p/\mu$, so $1/m^2$ becomes $1/(m\mu)$. With $\langle r^{-3}\rangle\propto\mu^3$ the moment term acquires $\rho^2$.
\end{enumerate}

The shift of 3S$_{1/2}$ falls from 309.716 to 309.233 MHz, and that of 3P$_{1/2}$ changes from $-3.489$ to $-3.486$ MHz. With this mass scaling alone, the leading-order results for hydrogen are
\begin{align}
3\mathrm S_{1/2}-3\mathrm P_{1/2}&=312.7\ \mathrm{MHz}\quad(1.293\ \mu\mathrm{eV}),\\
3\mathrm P_{3/2}-3\mathrm D_{3/2}&=5.34\ \mathrm{MHz}\quad(0.0221\ \mu\mathrm{eV}).
\end{align}

Already at order $\alpha^4$, a moving nucleus also weakly lifts the degeneracy found in (a). The scale of that effect, quoted here and not derived, is $\alpha^4mc^2(m/M)^2/(n^3h)=3.85$ kHz. This is below 0.1\% of even the smaller interval. Radiative recoil and the exchange of photons with a moving proton beyond the mass scaling above are left out. The exchange terms have the scale $\alpha^5mc^2(m/M)/(\pi n^3h)=16.4$ kHz, multiplied by coefficients not derived here. They are of the same order in $\alpha$ and $m/M$ as the mass corrections kept above. Salpeter's known result for them adds about $0.11$ MHz to the first interval and $-0.004$ MHz to the second, enough to change the last digit shown in each.

\subsection*{(e) The next power of $\alpha$}

The next one-loop term has $C=9.6184$. Scaled with $\rho^3$ like the other contact terms, it raises 3S$_{1/2}$ by
\[
9.6184\times\frac{30.1431\ \mathrm{MHz}}{137.035999}\times\rho^3=2.112\ \mathrm{MHz},
\]
and the interval becomes $312.72+2.11=314.8$ MHz. The added term is 0.7\% of the interval. This is about the size of $\alpha$ itself, because $C$ is close to $F(3\mathrm S_{1/2})=10.27$. The second interval is untouched by a contact term.

Two-loop effects begin at the same power $\alpha^6$ and are not included. Among them is the next part of the anomalous moment, $-0.328(\alpha/\pi)^2$, which by itself lowers the second interval by 0.006 MHz. The one-loop term of order $\alpha^7mc^2\ln\alpha^{-2}$, also left out, is known to be of similar size and opposite sign there, so the last digit of 5.34 MHz is not fixed by the terms kept here. Also missing are higher powers of $\alpha$, the recoil terms named in (d) and the finite size of the proton. The figure 314.8 MHz is therefore a one-loop result, not a prediction to its last digit.

For a one-electron ion of nuclear charge $Z$, the logarithm in $F$ becomes $\ln(Z\alpha)^{-2}$ and shrinks with $Z$, while the correction relative to the prefactor becomes $CZ\alpha$ and grows. The leading formula thus loses accuracy for S states as $Z$ increases, and it does so while $Z\alpha$ is still small: for 3S the ratio $CZ\alpha/F$ is 0.007 at $Z=1$, 0.17 at $Z=10$ and above 1 at $Z=30$.

\section*{Calculated quantities}
\begin{verbatim}
1/alpha = 137.035999
ln(alpha^-2) = 9.84049
m c^2 / h = 1.235590e+14 MHz
unit alpha^5 m c^2/(pi n^3 h), n=3 = 30.1431 MHz
electron/proton mass ratio = 5.446170e-04
rho = reduced mass/m = 0.9994557
lnk0(3S): table 2.767663612, state sum 2.767542
lnk0(3P): table -0.038190229, state sum -0.038190
lnk0(3D): table -0.005232148, state sum -0.005232
form-factor constant (-3/8) = -0.37482
soft-photon constant (-5/6) = -0.83333
matching constant (11/24 = 0.45833) = 0.45851
S contact constant (10/9 = 1.11111) = 1.11135
Uehling constant (-4/15 = -0.26667) = -0.26663
3S1/2: moment term 0.50000, F = 10.27488
3P1/2: moment term -0.16667, F = -0.11575
3P3/2: moment term 0.08333, F = 0.13425
3D3/2: moment term -0.05000, F = -0.04302
3S1/2 shift: infinite mass 309.7162 MHz, hydrogen 309.2326 MHz
3P1/2 shift: infinite mass -3.4889 MHz, hydrogen -3.4860 MHz
3P3/2 shift: infinite mass 4.0468 MHz, hydrogen 4.0416 MHz
3D3/2 shift: infinite mass -1.2969 MHz, hydrogen -1.2956 MHz
3S1/2-3P1/2: difference of F = 10.39062
3S1/2-3P1/2: infinite mass = 313.205 MHz
3S1/2-3P1/2: from computed pieces = 313.218 MHz
3S1/2-3P1/2: hydrogen = 312.719 MHz = 1.29330 ueV
3P3/2-3D3/2: difference of F = 0.17728
3P3/2-3D3/2: infinite mass = 5.344 MHz
3P3/2-3D3/2: from computed pieces = 5.344 MHz
3P3/2-3D3/2: hydrogen = 5.337 MHz = 0.02207 ueV
3P3/2-3D3/2 moment part, infinite mass = 4.019 MHz
3P3/2-3D3/2 Bethe part, infinite mass = 1.325 MHz
recoil scale alpha^4 m c^2 (m/M)^2/(n^3 h) = 3.85 kHz
quoted next-order coefficient C = 9.6184
next-order shift of 3S1/2 = 2.112 MHz
3S1/2-3P1/2 with next order = 314.83 MHz
\end{verbatim}
